# Trap density from the subthreshold swing of an organic transistor: a numerical check

```python
"""Trap density from the subthreshold swing of an organic transistor.
Result under test: N = (C/e^2) * (e*S/(kT ln10) - 1)
S: swing (V/decade), C: insulator capacitance per area (F/cm2),
N: traps per eV per cm2, kT: thermal energy (eV), e: elementary charge.
The test simulates a transistor from Fermi occupations and its channel
integral, then recovers the inserted trap density from two currents.
Voltages are magnitudes; u is the Fermi-level shift towards the band.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson, quad
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded
from scipy.optimize import brentq

charge = const.e
temperature = 300.0
kT = const.k * temperature / charge
swing = 0.5
capacitance = 10e-9


def thermal_swing(temp):
    return const.k * temp / charge * np.log(10)


def traps_from_swing(s, temp=temperature):
    return capacitance / charge * (s / thermal_swing(temp) - 1)


limit = thermal_swing(temperature)
ratio = swing / limit
states_per_volt = capacitance / charge
traps = traps_from_swing(swing)
trap_capacitance = charge * traps
assert abs(traps / 4.6e11 - 1) < 0.01

# The same calculation carried out wholly in atomic units.
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
cap_au = capacitance * 1e4 * hartree * bohr**2 / charge**2
kT_au = const.k * temperature / hartree
swing_au = swing * charge / hartree
traps_au = cap_au * (swing_au / (kT_au * np.log(10)) - 1)
traps_back = traps_au / (hartree / charge) / (bohr * 100)**2
assert abs(traps_back / traps - 1) < 1e-8

# Transistor simulation; rough device values.
mobility = 0.5          # cm2/Vs, mobile carriers
width_over_length = 10.0
drain_voltage = 1.0
band_density = 4e14     # transport states per cm2
flat_depth = 0.6        # eV, Fermi level below transport level
shift = np.linspace(-0.5, 0.35, 851)
depth = np.linspace(0.0, 1.4, 1401)


def fermi(energy):
    return 1 / (1 + np.exp(energy / kT))


filled = simpson(fermi(flat_depth - shift[:, None] - depth[None, :]),
                 x=depth, axis=1)
filled_flat = simpson(fermi(flat_depth - depth), x=depth)
mobile = band_density * fermi(flat_depth - shift)


def simulated_swing(trap_density, low_current, drain=drain_voltage):
    """Gate voltage needed for one decade; also source density at top."""
    sheet = trap_density * (filled - filled_flat) + mobile
    gate = shift + charge / capacitance * sheet
    density = CubicSpline(gate, mobile)
    integral = density.antiderivative()
    prefactor = width_over_length * mobility * charge

    def gate_at(current):
        return brentq(lambda v: prefactor * (integral(v)
                      - integral(v - drain)) / current - 1,
                      gate[0] + drain, gate[-1])
    low, high = gate_at(low_current), gate_at(10 * low_current)
    return high - low, float(density(high))


recovery_errors = []
for inserted in (1e11, traps, 1e12):
    for drain in (0.1, 1.0):
        s_sim, _ = simulated_swing(inserted, 1e-13, drain)
        recovery_errors.append(abs(traps_from_swing(s_sim) / inserted - 1))
# Residual mobile charge is of order one part in a thousand here.
assert max(recovery_errors) < 3e-3
swing_low, density_low = simulated_swing(traps, 1e-13)

# Source density and the first-order effect of mobile charge.
slope_energy = ratio * kT
top_current = 1e-10
saturation = 1 - np.exp(-drain_voltage / slope_energy)
flow = width_over_length * mobility * charge * slope_energy * saturation
assert abs(density_low / (1e-12 / flow) - 1) < 0.01
source_density = top_current / flow
swing_high, density_high = simulated_swing(traps, top_current / 10)
free_shift = swing_high - swing
free_formula = charge * 0.9 * source_density / (2 * capacitance)
assert abs(free_shift / free_formula - 1) < 0.05
free_error = traps_from_swing(swing_high) / traps - 1

# Exponential trap tail: count traps filled as the level moves one decade.
tail = 0.1              # eV, rough
middle = 0.35           # eV, mid-window Fermi depth
tail_density = np.exp(-(depth - middle) / tail)
count = [simpson(tail_density * fermi(level - depth), x=depth)
         for level in (middle - limit / 2, middle + limit / 2)]
tail_reading = (count[0] - count[1]) / limit
angle = np.pi * kT / tail
half = limit / (2 * tail)
tail_formula = angle / np.sin(angle) * np.sinh(half) / half
assert abs(tail_reading / tail_formula - 1) < 2e-3

# Traps through the film, current at the gate interface.
film = 50e-7            # cm, rough
eps_film = 3.5 * const.epsilon_0 / 100
film_cap = eps_film / film
reduced = brentq(lambda x: x * np.tanh(x) - trap_capacitance / film_cap,
                 0.01, 10)
screening = film / reduced
bulk_traps = eps_film / (charge * screening**2)
points = 2000
step = film / points
bands = np.zeros((3, points))
bands[0, 1:] = 1
bands[1] = -2 - (step / screening)**2
bands[2, :-1] = 1
bands[2, -2] = 2        # zero field at the free back face
source = np.zeros(points)
source[0] = -1          # unit potential at the gate interface
potential = np.r_[1.0, solve_banded((1, 1), bands, source)]
bulk_cap = charge * bulk_traps * simpson(potential, dx=step)
bulk_swing = limit * (1 + bulk_cap / capacitance)
assert abs(bulk_swing / swing - 1) < 1e-4

# Reading errors and insulator limits.
amplification = swing / (swing - limit)
numeric = (traps_from_swing(swing * 1.01) / traps - 1) / 0.01
assert abs(numeric / amplification - 1) < 1e-8
warm_error = traps_from_swing(swing, 310.0) / traps - 1
oxide = 3.9 * const.epsilon_0 / (capacitance * 1e4)  # metres
gate_span = 5 * swing
field = gate_span / oxide / 1e8                      # MV/cm
barrier, mass = 3.0, 0.4 * const.m_e                 # rough values
exponent = quad(lambda z: 2 * np.sqrt(2 * mass * charge
                * (barrier - gate_span * z)) * oxide / const.hbar, 0, 1)[0]
assert field < 1 and exponent > 100

print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Given swing: {swing:.2f} V/decade")
print(f"Given capacitance: {capacitance*1e9:.1f} nF/cm2")
print(f"Thermal-limit swing: {limit:.5f} V/decade")
print(f"Swing ratio m: {ratio:.4f}")
print(f"Excess m-1: {ratio-1:.4f}")
print(f"C/e^2: {states_per_volt:.4e} per eV per cm2")
print(f"TRAP DENSITY: {traps:.4e} per eV per cm2")
print(f"Trap density: {traps*1e-16:.4e} per eV per angstrom2")
print(f"Trap density: {traps_au:.4e} per hartree per bohr2")
print(f"Trap capacitance: {trap_capacitance*1e9:.2f} nF/cm2")
print(f"Density if the 1 is dropped: {states_per_volt*ratio:.3e} /eV/cm2")
print(f"Excess from dropping the 1: {100/(ratio-1):.1f} %")
print(f"Error amplification S to N: {amplification:.3f}")
print(f"Simulated swing, 0.1 to 1 pA: {swing_low:.5f} V/decade")
print(f"Largest recovery error, six cases: {100*max(recovery_errors):.3f} %")
print(f"Mobility (rough): {mobility:.1f} cm2/Vs")
print(f"Width/length: {width_over_length:.0f}")
print(f"Drain voltage: {drain_voltage:.1f} V")
print(f"m kT: {slope_energy:.4f} eV")
print(f"Simulated swing, 10 to 100 pA: {swing_high:.5f} V/decade")
print(f"Mobile-charge swing shift, simulated: {free_shift*1e3:.2f} mV")
print(f"Mobile-charge swing shift, formula: {free_formula*1e3:.2f} mV")
print(f"Resulting trap-density error: {100*free_error:.2f} %")
print(f"Source density at 100 pA: {density_high:.2e} per cm2")
print(f"Band density (rough): {band_density:.1e} per cm2")
print(f"Band occupancy at 100 pA: {density_high/band_density:.1e}")
print(f"Exponential-tail energy (rough): {tail:.2f} eV")
print(f"Tail reading / mid-window density: {tail_reading:.3f}")
print(f"Tail density change across window: factor {np.exp(2*half):.2f}")
print(f"Film thickness (rough): {film*1e7:.0f} nm")
print(f"Film relative permittivity (rough): {eps_film*100/const.epsilon_0:.1f}")
print(f"Film capacitance eps/d: {film_cap*1e9:.1f} nF/cm2")
print(f"False traps from clamped back: {film_cap/charge:.2e} /eV/cm2")
print(f"Bulk-trap screening length: {screening*1e7:.1f} nm")
print(f"Bulk trap density: {bulk_traps:.2e} per eV per cm3")
print(f"Bulk traps times thickness: {bulk_traps*film:.2e} /eV/cm2")
print(f"Swing from finite-difference film: {bulk_swing:.5f} V/decade")
print(f"Trap-density change if T is 310 K: {100*warm_error:.2f} %")
print(f"Oxide thickness for permittivity 3.9: {oxide*1e9:.0f} nm")
print(f"Gate span for five decades: {gate_span:.1f} V")
print(f"Upper oxide field over that span: {field:.3f} MV/cm")
print(f"Rough oxide breakdown field: {10.0:.0f} MV/cm")
print(f"Tunnel barrier (rough): {barrier:.1f} eV")
print(f"Tunnel mass (rough): {mass/const.m_e:.1f} electron masses")
print(f"Tunnelling exponent: {exponent:.0f}")
print("all good")
```

Printed output:

```
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Given swing: 0.50 V/decade
Given capacitance: 10.0 nF/cm2
Thermal-limit swing: 0.05953 V/decade
Swing ratio m: 8.3996
Excess m-1: 7.3996
C/e^2: 6.2415e+10 per eV per cm2
TRAP DENSITY: 4.6185e+11 per eV per cm2
Trap density: 4.6185e-05 per eV per angstrom2
Trap density: 3.5193e-04 per hartree per bohr2
Trap capacitance: 74.00 nF/cm2
Density if the 1 is dropped: 5.243e+11 /eV/cm2
Excess from dropping the 1: 13.5 %
Error amplification S to N: 1.135
Simulated swing, 0.1 to 1 pA: 0.50004 V/decade
Largest recovery error, six cases: 0.222 %
Mobility (rough): 0.5 cm2/Vs
Width/length: 10
Drain voltage: 1.0 V
m kT: 0.2171 eV
Simulated swing, 10 to 100 pA: 0.50418 V/decade
Mobile-charge swing shift, simulated: 4.18 mV
Mobile-charge swing shift, formula: 4.19 mV
Resulting trap-density error: 0.95 %
Source density at 100 pA: 5.69e+08 per cm2
Band density (rough): 4.0e+14 per cm2
Band occupancy at 100 pA: 1.4e-06
Exponential-tail energy (rough): 0.10 eV
Tail reading / mid-window density: 1.136
Tail density change across window: factor 1.81
Film thickness (rough): 50 nm
Film relative permittivity (rough): 3.5
Film capacitance eps/d: 62.0 nF/cm2
False traps from clamped back: 3.87e+11 /eV/cm2
Bulk-trap screening length: 36.7 nm
Bulk trap density: 1.43e+17 per eV per cm3
Bulk traps times thickness: 7.17e+11 /eV/cm2
Swing from finite-difference film: 0.50000 V/decade
Trap-density change if T is 310 K: -3.66 %
Oxide thickness for permittivity 3.9: 345 nm
Gate span for five decades: 2.5 V
Upper oxide field over that span: 0.072 MV/cm
Rough oxide breakdown field: 10 MV/cm
Tunnel barrier (rough): 3.0 eV
Tunnel mass (rough): 0.4 electron masses
Tunnelling exponent: 2890
all good
```
